# Generalized Bloch Theorem for Spin Spirals: Two Derivations Compared, part 1

(Sections cited here and not found follow in the second part.)

In a spin spiral the magnetization turns by the angle \(\mathbf q\cdot\mathbf R\) about a fixed axis \(z\) when one moves by a lattice vector \(\mathbf R\), so the translation alone is not a symmetry unless every such angle is a multiple of \(2\pi\). If nothing in the Hamiltonian ties spin directions to space directions, the turn can be undone by rotating the spin back, and translation followed by that rotation is a symmetry. Rotations about one axis commute, so these operations form an abelian group labelled by \(\mathbf R\), and a state that diagonalizes them picks up a phase \(e^{i\mathbf k\cdot\mathbf R}\). Rotating the spin back by \(\varphi\) about \(z\) multiplies the up and down components by \(e^{+i\varphi/2}\) and \(e^{-i\varphi/2}\). Under the bare translation the components must therefore pick up \(e^{i(\mathbf k\mp\mathbf q/2)\cdot\mathbf R}\). This fixes the form of the answer,
\[ \psi_\uparrow=e^{i(\mathbf k-\mathbf q/2)\cdot\mathbf r}u_\uparrow(\mathbf r),\qquad \psi_\downarrow=e^{i(\mathbf k+\mathbf q/2)\cdot\mathbf r}u_\downarrow(\mathbf r), \tag{1} \]
with \(u_\uparrow,u_\downarrow\) periodic on the chemical lattice and \(\mathbf k\) in its Brillouin zone, whatever \(\mathbf q\) is.

## Hamiltonian and conventions

One electron of mass \(m\) moves in a scalar potential \(V\) and an exchange field \(\mathbf b\), both real and in units of energy, with no vector potential and no spin-orbit term. With \(b_\pm=b_x\pm ib_y\) and the standard Pauli matrices,
\[ H=\frac{p^2}{2m}+V+\mathbf b\cdot\boldsymbol\sigma=\begin{pmatrix}\frac{p^2}{2m}+V+b_z & b_-\\ b_+ & \frac{p^2}{2m}+V-b_z\end{pmatrix}. \]
The spiral is defined by periodic \(V\) and \(b_z\), and
\[ b_+(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\,b_+(\mathbf r), \tag{2} \]
a counterclockwise turn about \(z\). It is flat if \(b_z=0\) and conical otherwise. The index \(s=+1\) means up and \(s=-1\) down; \(\mathbf G\) is a reciprocal vector, \(e^{i\mathbf G\cdot\mathbf R}=1\). The direction called \(z\) is free: a constant spin rotation commutes with \(p^2/2m+V\) and turns \(\mathbf b\) rigidly, so the spectrum does not depend on it.

## First derivation: the group of generalized translations

Let \((\tau_{\mathbf R}\psi)(\mathbf r)=\psi(\mathbf r+\mathbf R)\). It commutes with \(\mathbf p\), and \(\tau_{\mathbf R}f(\mathbf r)\tau_{\mathbf R}^{-1}=f(\mathbf r+\mathbf R)\) for a multiplicative \(f\). The diagonal of \(H\) is thus unchanged, while by (2) the lower left element becomes \(e^{i\mathbf q\cdot\mathbf R}b_+\) and the upper right one, its conjugate, \(e^{-i\mathbf q\cdot\mathbf R}b_-\).

Take \(U(\varphi)=e^{i\varphi\sigma_z/2}=\mathrm{diag}(e^{i\varphi/2},e^{-i\varphi/2})\). Because \(U\) is diagonal, any spin matrix transforms as
\[ (UAU^\dagger)_{ss'}=e^{i(s-s')\varphi/2}A_{ss'} . \tag{3} \]
The lower left element (\(s=-1,s'=+1\)) gains \(e^{-i\varphi}\) and the upper right one \(e^{+i\varphi}\). For \(\varphi=\mathbf q\cdot\mathbf R\) these factors cancel those from the translation. Hence
\[ T_{\mathbf R}=e^{i\mathbf q\cdot\mathbf R\,\sigma_z/2}\,\tau_{\mathbf R},\qquad T_{\mathbf R}HT_{\mathbf R}^{-1}=H . \]
The spin factor is independent of position, so it commutes with \(\tau\), and \(U(\varphi)U(\varphi')=U(\varphi+\varphi')\). Therefore \(T_{\mathbf R}T_{\mathbf R'}=T_{\mathbf R+\mathbf R'}\). The angle \(\mathbf q\cdot\mathbf R\) must be kept as it is and not reduced modulo \(2\pi\), since \(U(2\pi)=-1\) and the reduction would put signs into the product law.

To make the levels discrete, restrict to spinors with \(T_{N_i\mathbf a_i}\psi=\psi\) for the primitive vectors \(\mathbf a_i\) and integers \(N_i\). This space is mapped into itself by \(H\) and by every \(T_{\mathbf R}\), because these commute with \(T_{N_i\mathbf a_i}\), and no condition on \(\mathbf q\) is needed. The condition makes \(|\psi_s|^2\) periodic over the block of \(N_1N_2N_3\) cells, so \(T_{\mathbf R}\) is unitary in the scalar product over the block. Each level of \(H\) in a finite block has finite degeneracy, and \(T_{\mathbf R}\) maps its eigenspace into itself, since \(HT\psi=TH\psi=ET\psi\). Commuting unitary matrices share an eigenbasis. In it \(T_{\mathbf a_i}\psi=e^{i\chi_i}\psi\) with real \(\chi_i\). Define \(\mathbf k\) by \(\mathbf k\cdot\mathbf a_i=\chi_i\); the product law then gives \(T_{\mathbf R}\psi=e^{i\mathbf k\cdot\mathbf R}\psi\), with \(\mathbf k\) fixed up to a \(\mathbf G\). In components this reads \(e^{is\mathbf q\cdot\mathbf R/2}\psi_s(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_s(\mathbf r)\), or
\[ \psi_s(\mathbf r+\mathbf R)=e^{i(\mathbf k-s\mathbf q/2)\cdot\mathbf R}\,\psi_s(\mathbf r). \tag{4} \]
For \(u_s=e^{-i(\mathbf k-s\mathbf q/2)\cdot\mathbf r}\psi_s\) the prefactor contributes \(e^{-i(\mathbf k-s\mathbf q/2)\cdot\mathbf R}\) under the shift, which cancels the phase in (4). So \(u_s\) is periodic, and (1) is proved.

A ring on which \(\psi\) itself is periodic obeys a condition that differs from this one when the field makes an odd number of turns around the ring. For a chain of \(N\) cells of length \(a\), the field closes if \(qNa=2\pi j\) with integer \(j\). Then \(\tau^N=1\) and \(T^N=e^{i\pi j\sigma_z}=(-1)^j\), so \(e^{ikNa}=e^{i\pi j}\) and
\[ k=\frac{2\pi\mu+\pi j}{Na},\qquad \mu\ \text{integer}. \tag{5} \]
For odd \(j\) the mesh is shifted by half a step. The components sit at \(2\pi\mu/Na\) and \(2\pi(\mu+j)/Na\), both allowed on the ring.

## Second derivation: the rotating spin frame

Rotate the spin at each point by the local spiral angle, \(\phi=\mathcal W\psi\) with \(\mathcal W=e^{i\mathbf q\cdot\mathbf r\,\sigma_z/2}\), a unitary multiplication on all of space. The product rule gives, for component \(s\),
\[ e^{is\mathbf q\cdot\mathbf r/2}(-i\hbar\nabla)\,e^{-is\mathbf q\cdot\mathbf r/2}\phi_s=(-i\hbar\nabla-s\hbar\mathbf q/2)\,\phi_s , \]
so \(\mathcal W\mathbf p\mathcal W^\dagger=\mathbf p-\hbar\mathbf q\sigma_z/2\). By (3) with \(\varphi=\mathbf q\cdot\mathbf r\), \(V\) and \(b_z\) are unchanged and the lower left element becomes \(\beta(\mathbf r)=e^{-i\mathbf q\cdot\mathbf r}b_+(\mathbf r)\). Thus
\[ H_{\mathbf q}=\mathcal WH\mathcal W^\dagger=\frac{(\mathbf p-\hbar\mathbf q\sigma_z/2)^2}{2m}+V+\begin{pmatrix}b_z&\beta^*\\ \beta&-b_z\end{pmatrix}. \]
By (2), \(\beta(\mathbf r+\mathbf R)=e^{-i\mathbf q\cdot\mathbf r}e^{-i\mathbf q\cdot\mathbf R}e^{i\mathbf q\cdot\mathbf R}b_+(\mathbf r)=\beta(\mathbf r)\). Every coefficient of \(H_{\mathbf q}\) is lattice periodic.

Expand \(\phi\) in plane waves \(e^{i\boldsymbol\kappa\cdot\mathbf r}\), and write each \(\boldsymbol\kappa\) uniquely as \(\mathbf k+\mathbf G\) with \(\mathbf k\) in the first zone. The kinetic term is diagonal. A periodic \(f=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\) sends \(\mathbf k+\mathbf G'\) to \(\mathbf k+\mathbf G\) with amplitude \(f_{\mathbf G-\mathbf G'}\). So \(H_{\mathbf q}\) splits into one block for each \(\mathbf k\), acting on \(\phi_s=e^{i\mathbf k\cdot\mathbf r}\sum_{\mathbf G}c_{s\mathbf G}e^{i\mathbf G\cdot\mathbf r}\equiv e^{i\mathbf k\cdot\mathbf r}u_s\):
\[ H_{ss}(\mathbf G,\mathbf G')=\frac{\hbar^2}{2m}\Big|\mathbf k-\frac{s\mathbf q}{2}+\mathbf G\Big|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}+s\,b_{z,\mathbf G-\mathbf G'},\qquad H_{\downarrow\uparrow}=\beta_{\mathbf G-\mathbf G'}, \tag{6} \]
with \(H_{\uparrow\downarrow}\) the Hermitian conjugate. The diagonal grows without bound, so each block has discrete levels \(E_n(\mathbf k;\mathbf q)\). Transforming back, \(\psi_s=e^{-is\mathbf q\cdot\mathbf r/2}\phi_s\), gives (1) again.

Four consequences follow from (6).

**Velocity.** Acting on \(u\), the block is \(\hbar^2(-i\nabla+\mathbf k-\mathbf q\sigma_z/2)^2/2m+\dots\), whose \(\mathbf k\)-gradient is \((\hbar/m)\,\hbar(-i\nabla+\mathbf k-\mathbf q\sigma_z/2)\). The last factor is what \(\mathbf p\) becomes when it acts on (1). For a nondegenerate level the Hellmann-Feynman theorem gives \(\langle\mathbf p\rangle/m=\hbar^{-1}\nabla_{\mathbf k}E_n\). The label \(\mathbf k\) plays the part of crystal momentum although, for \(\mathbf q/2\) not a \(\mathbf G\), neither component has it as Bloch vector.

**Relabelling.** Equation (2) is unchanged by \(\mathbf q\to\mathbf q+\mathbf G\). The components then sit at \(\mathbf k-\mathbf q/2-\mathbf G/2\) and \(\mathbf k+\mathbf q/2+\mathbf G/2\). With \(\mathbf k'=\mathbf k+\mathbf G/2\) these are \(\mathbf k'-\mathbf q/2-\mathbf G\) and \(\mathbf k'+\mathbf q/2\), so \(E_n(\mathbf k;\mathbf q+\mathbf G)=E_n(\mathbf k+\mathbf G/2;\mathbf q)\). A band plot needs the representative of \(\mathbf q\) stated.

**Reversal of \(\mathbf k\).** Complex conjugation flips the sign of \(\sigma_y\), and conjugation with \(\sigma_x\) flips \(\sigma_y\) and \(\sigma_z\). Together they send \(b_z\to-b_z\) and leave the rest of \(H\) alone. For a flat spiral \((\psi_\downarrow^*,\psi_\uparrow^*)\) is then an eigenstate whose up component has wavevector \(-\mathbf k-\mathbf q/2\), so \(E_n(-\mathbf k)=E_n(\mathbf k)\). For a cone this operation is not a symmetry, and the example below has asymmetric bands.

**Uniform spiral.** For \(V=0\), constant \(b_z\) and constant \(\beta=b_\perp\), different \(\mathbf G\) decouple and \(\mathbf k\) may run over all space. The diagonal elements \(\hbar^2|\mathbf k\mp\mathbf q/2|^2/2m\pm b_z\) have mean \(\hbar^2(k^2+q^2/4)/2m\) and half difference \(b_z-\hbar^2\mathbf k\cdot\mathbf q/2m\). The eigenvalues of a Hermitian \(2\times2\) matrix are the mean \(\pm\) the root of the squared half difference plus the squared off-diagonal element:
\[ E_\pm=\frac{\hbar^2}{2m}\Big(k^2+\frac{q^2}{4}\Big)\pm\sqrt{\Big(\frac{\hbar^2\mathbf k\cdot\mathbf q}{2m}-b_z\Big)^2+b_\perp^2}. \tag{7} \]
At \(b_\perp=0\) these are two parabolas centred on \(\pm\mathbf q/2\); where they cross, \(b_\perp\) splits them by \(2b_\perp\) at fixed \(\mathbf k\). This is not a gap in the spectrum, because the lower branch rises without bound and overlaps the upper one. At \(\mathbf q=0\) they are a ferromagnet's bands split by \(2|\mathbf b|\).

## What each derivation assumes

The two are linked by one identity. Applying the factors in turn,
\[ (\mathcal WT_{\mathbf R}\mathcal W^\dagger\phi)_s(\mathbf r)=e^{is\mathbf q\cdot\mathbf r/2}\,e^{is\mathbf q\cdot\mathbf R/2}\,e^{-is\mathbf q\cdot(\mathbf r+\mathbf R)/2}\phi_s(\mathbf r+\mathbf R)=\phi_s(\mathbf r+\mathbf R). \]
The generalized translation is the plain translation seen from the rotating frame, so both \(\mathbf k\) labels agree, and the condition on \(H\) is the same in both: \([H,T_{\mathbf R}]=0\).

The first derivation uses nothing beyond that commutator, so it covers nonlocal terms as they stand. It needs a boundary condition, and for incommensurate \(\mathbf q\) this has to be the twisted one, as no finite ring closes the field. It yields the form of the states and no equation for them. The second derivation works in infinite space for any real \(\mathbf q\) and delivers the secular equation (6), but each term of \(H\) has to be transformed explicitly. On a ring with odd \(j\), \(\mathcal W\) changes sign once around, \(\phi\) is antiperiodic, and (5) is recovered. Neither derivation says which \(\mathbf q\) the electrons prefer, and both treat one-electron or mean-field Hamiltonians. Two further kinds of term show where the common condition holds and where it fails.

Both derivations give the form (1) under the same condition, \([H,T_{\mathbf R}]=0\), and the second also gives the secular equation (6) for the levels. It remains to test that condition for self-consistent fields and for spin-orbit coupling, and to check the results numerically on a model chain.
